# The Two-Dimensional Elliott Formula for Exciton Absorption

## What dimensions and symmetry fix

An electron and a hole move in a plane with reduced mass $\mu$ and attract each other through $-1/(\varepsilon r)$. Hartree atomic units are used, so $\hbar=e=m_e=1$. The relative motion contains two parameters, and they form one length and one energy, up to numerical factors:

$$a=\frac{\varepsilon}{\mu},\qquad \mathrm{Ry}=\frac{\mu}{2\varepsilon^2}.$$

Binding energies are therefore pure numbers times Ry, and probability densities at contact are pure numbers times $a^{-2}$. If light creates the pair at contact, the ratio of the absorption to that of free pairs can depend only on

$$x=\frac{\omega-E_g}{\mathrm{Ry}},$$

where $E_g$ is the gap. Rotational symmetry removes more: a state of angular momentum $m\neq0$ vanishes at $r=0$, so only $m=0$ contributes. What remains is to find one function of $x$.

## Simple case: free pairs

Take a direct gap, parabolic bands, a filled valence band and an interband momentum element $p$ along the polarization that does not depend on $k$. Let $g$ count the equivalent spin or valley pairs. Light falls normally on the sheet, which lies in a medium of refractive index $n_b$, and its momentum is neglected.

For a field $F\sin\omega t$ the vector potential is $(F/\omega)\cos\omega t$, and the coupling to the total electron momentum $P$ is $(F/\omega)\cos\omega t\,P$. Half of the cosine, with amplitude $F/2\omega$, drives absorption. The golden rule gives the rate

$$W=2\pi\frac{F^2}{4\omega^2}\sum_\lambda|\langle\lambda|P|0\rangle|^2\,\delta(\omega-\omega_\lambda).$$

The absorbed power per area is $\omega W/S$ for a sheet of area $S$. The incident intensity is $n_bcF^2/8\pi$. If the field radiated by the sheet is much weaker than the incident field, the latter alone drives the pairs, and the absorbed fraction is

$$A(\omega)=\frac{4\pi^2}{n_bc\,\omega S}\sum_\lambda|\langle\lambda|P|0\rangle|^2\,\delta(\omega-\omega_\lambda).\tag{1}$$

The factor comes from $(\pi/2)\times 8\pi=4\pi^2$. Without attraction each $k$ gives $|p|^2$, in $g$ copies, and

$$\frac1S\sum_k\delta\!\left(\omega-E_g-\frac{k^2}{2\mu}\right)=\int_0^\infty\frac{k\,dk}{2\pi}\,\delta\!\left(\omega-E_g-\frac{k^2}{2\mu}\right)=\frac{\mu}{2\pi}\,\theta(\omega-E_g).$$

The free absorbance is thus a step $A_0(\omega)\,\theta(\omega-E_g)$ with

$$A_0(\omega)=\frac{2\pi g\mu|p|^2}{n_bc\,\omega}.\tag{2}$$

This prefactor was tested by driving free pairs with a weak pulse in time and dividing absorbed by incident energy. Simulation and formula both give 0.000734 for the test parameters.

## Turning on the attraction: the contact rule

Neglect electron–hole exchange and interaction terms that create pairs. A state with one pair and zero total momentum is

$$|\lambda\rangle=\sum_k\phi_\lambda(k)\,c_k^\dagger v_k|0\rangle,\qquad \sum_k|\phi_\lambda(k)|^2=1,$$

where $v_k$ removes a valence electron and $c_k^\dagger$ adds a conduction electron. The attraction, with Fourier transform $V(q)$, scatters $k'$ into $k$:

$$\frac{k^2}{2\mu}\phi_\lambda(k)+\frac1S\sum_{k'}V(k-k')\phi_\lambda(k')=E_\lambda\phi_\lambda(k).$$

Define $\psi_\lambda(\mathbf r)=S^{-1/2}\sum_k\phi_\lambda(k)e^{i\mathbf k\cdot\mathbf r}$, which is normalized to one over the sheet. The convolution becomes a product, so $\psi_\lambda$ obeys the Schrödinger equation with potential $-1/(\varepsilon r)$. The optical element is

$$\langle\lambda|P|0\rangle=p\sum_k\phi_\lambda^*(k)=p\sqrt S\,\psi_\lambda^*(0).$$

Light makes the pair with both particles at one point, on the scale of the envelope. Inserting this in (1), with $g$ copies, gives

$$A(\omega)=\frac{4\pi^2g|p|^2}{n_bc\,\omega}\sum_\lambda|\psi_\lambda(0)|^2\,\delta(\omega-E_g-E_\lambda).\tag{3}$$

As a limit, plane waves have $|\psi(0)|^2=1/S$ and return (2). The contact rule was also tested on a four-site, two-band ring: the light response of the full many-electron problem agrees with that of the relative motion to rounding error.

Now measure $r$ in $a$ and energy in Ry. Since $1/(2\mu a^2)=\mathrm{Ry}$ and $1/(\varepsilon a)=2\,\mathrm{Ry}$,

$$-\nabla^2\psi-\frac2r\psi=E\psi.\tag{4}$$

The free density $\mu/2\pi$ becomes $1/4\pi$ in units $a^{-2}\mathrm{Ry}^{-1}$. Hence

$$\frac{A(\omega)}{A_0(\omega)}=4\pi\sum_\lambda|\psi_\lambda(0)|^2\,\delta(x-E_\lambda).\tag{5}$$

## The lowest bound state, then all of them

In $d$ dimensions the radial Laplacian is $u''+(d-1)u'/r$. Try $u=e^{-\kappa r}$ in (4):

$$\kappa^2-\frac{(d-1)\kappa}{r}+\frac2r=-E.$$

The $1/r$ terms cancel if $\kappa=2/(d-1)$, and then $E=-\kappa^2$. In three dimensions this gives $-1$, in two dimensions $-4$. The function has no node, so it is the ground state. "Four Rydbergs" therefore means four times the three-dimensional binding for the same $\mu$ and $\varepsilon$.

For the other bound states put $E=-\kappa^2$ and $u=e^{-\kappa r}F$. Then $u'=e^{-\kappa r}(F'-\kappa F)$ and $u''=e^{-\kappa r}(F''-2\kappa F'+\kappa^2F)$, so $u''+u'/r+(2/r-\kappa^2)u=0$ becomes, after multiplication by $r$,

$$rF''+(1-2\kappa r)F'+(2-\kappa)F=0.$$

With $z=2\kappa r$ and division by $2\kappa$,

$$zF''+(1-z)F'-\alpha F=0,\qquad \alpha=\frac12-\frac1\kappa,\tag{6}$$

where primes now denote $d/dz$. The second solution behaves as $\ln r$ at the origin. It is excluded because $\nabla^2\ln r$ contains a delta function that (4) does not. For the regular solution $F=\sum_jf_jz^j$ the coefficient of $z^j$ in (6) gives

$$(j+1)^2f_{j+1}=(j+\alpha)f_j,\qquad f_0=1.$$

If the series does not end, $f_{j+1}/f_j\to1/j$ and $F$ grows like $e^z$ up to a power, so $u$ grows like $e^{\kappa r}$. A bound state thus needs $\alpha=-(n-1)$ with $n=1,2,\dots$:

$$\frac1\kappa=n-\frac12\equiv\nu,\qquad E_n=-\frac1{\nu^2}.\tag{7}$$

For the normalization write $m=n-1$. The recursion gives $f_j=(-1)^j\binom mj/j!$, the Laguerre polynomial $L_m$. The product rule shows that the same coefficients follow from

$$L_m(z)=\frac{e^z}{m!}\frac{d^m}{dz^m}\left(z^me^{-z}\right).$$

Insert this form for one factor of $L_m$ and integrate by parts $m$ times:

$$\int_0^\infty ze^{-z}L_m^2\,dz=\frac{(-1)^m}{m!}\int_0^\infty z^me^{-z}\frac{d^m}{dz^m}(zL_m)\,dz.$$

The two leading terms of $zL_m$ are $\frac{(-1)^m}{m!}(z^{m+1}-m^2z^m)$, and lower powers vanish under $m$ derivatives. The derivative is $(-1)^m[(m+1)z-m^2]$, so the integral equals

$$\frac{(m+1)(m+1)!-m^2m!}{m!}=(m+1)^2-m^2=2m+1=2\nu.$$

Since $u(0)=1$, the squared norm of $u$ is

$$2\pi\int_0^\infty ru^2dr=\frac{2\pi}{4\kappa^2}\,2\nu=\pi\nu^3,\qquad\text{hence}\qquad |\psi_n(0)|^2=\frac1{\pi\nu^3}.\tag{8}$$

By (5) each line has area $4/\nu^3$ in units of Ry, relative to the free step. For $n=1$, (8) gives $8/\pi$, which agrees with normalizing $e^{-2r}$ directly: $2\pi\int re^{-4r}dr=\pi/8$. Diagonalization of (4) in a polynomial basis confirms energies and contact densities for $n=1$ to 5.

## The continuum

Above the edge put $E=k^2$ and $\eta=1/k$. The steps to (6) hold with $\kappa=-ik$, so $\alpha=\tfrac12-i\eta$, $z=-2ikr$ and $u=e^{ikr}F$. The regular series has the integral form

$$F=\frac1{\Gamma(\alpha)\Gamma(1-\alpha)}\int_0^1e^{zt}t^{\alpha-1}(1-t)^{-\alpha}dt.$$

To see this, expand $e^{zt}$. The beta integrals give coefficients $\Gamma(\alpha+j)/[\Gamma(\alpha)(j!)^2]$, which satisfy the recursion above.

At large $r$ the exponential oscillates rapidly and the two end points dominate. The end $t=0$ contributes $\Gamma(\alpha)(2ikr)^{-\alpha}$ to the integral, so its part of $u$ is

$$T=\frac{e^{ikr}(2ikr)^{-\alpha}}{\Gamma(1-\alpha)}.$$

The end $t=1$ gives $e^{-ikr}(-2ikr)^{\alpha-1}/\Gamma(\alpha)$. Because $\alpha^*=1-\alpha$, this is $T^*$, and $u\simeq2\,\mathrm{Re}\,T$.

With $i=e^{i\pi/2}$, $|(2ikr)^{-\alpha}|=(2kr)^{-1/2}e^{-\pi\eta/2}$. The reflection formula gives

$$|\Gamma(\tfrac12+i\eta)|^2=\frac{\pi}{\sin\pi(\frac12-i\eta)}=\frac\pi{\cosh\pi\eta}.$$

The squared amplitude of the far oscillation is therefore

$$4|T|^2=\frac{2}{\pi kr}\,e^{-\pi\eta}\cosh\pi\eta\equiv\frac2{\pi kr\,G},\qquad G=\frac{e^{\pi/k}}{\cosh(\pi/k)}=\frac2{1+e^{-2\pi/k}}.\tag{9}$$

The free solution $J_0(kr)$, also equal to one at the origin, has squared amplitude $2/(\pi kr)$. For the same value at contact the attracted wave is smaller far away, so after normalization it is larger at contact.

To count states, enclose the system in a disc of large radius $R$. The mean of the squared cosine is $1/2$, so

$$2\pi\int_0^Rru^2dr\simeq2\pi\,\frac{2}{\pi kG}\,\frac R2=\frac{2R}{kG},\qquad|\psi_k(0)|^2\simeq\frac{kG}{2R}.$$

The phase at the wall is $kR+\eta\ln(2kR)$ plus a term independent of $R$, and it advances by $\pi$ per level. At fixed $k$ the level density is $dN/dk=[R+O(\ln R)]/\pi$, and the logarithm drops out relative to $R$. Then

$$4\pi\int_0^\infty dk\,\frac R\pi\,\frac{kG}{2R}\,\delta(x-k^2)=2\int_0^\infty k\,dk\,G\,\delta(x-k^2)=G(\sqrt x).$$

Together with the bound lines,

$$A(\omega)=A_0(\omega)\left[\sum_{n=1}^\infty\frac{4}{(n-\frac12)^3}\,\delta\!\left(x+\frac1{(n-\frac12)^2}\right)+\theta(x)\frac{2}{1+e^{-2\pi/\sqrt x}}\right].\tag{10}$$

## Limits at the edge and far above it

As $x\to0^+$ the exponential in (10) vanishes and the enhancement tends to exactly 2. The deviation is about $-2e^{-2\pi/\sqrt x}$, so the plateau is very flat: the factor is still 1.996 at $x=1$. Far above the edge, expansion in $2\pi/\sqrt x$ gives $1+\pi/\sqrt x$. This decays slowly: at $x=100$ the full factor is 1.304. Direct outward integration of the radial equation confirms the factor at six energies from $x=0$ to 100.

The value 2 can be found without gamma functions. At zero energy the regular solution is $J_0(y)$ with $y=\sqrt{8r}$. Indeed $dy/dr=4/y$ and $1/r=8/y^2$ turn $u''+u'/r+2u/r$ into $(16/y^2)(J_0''+J_0'/y+J_0)=0$. Its far squared amplitude is $2/(\pi\sqrt{8r})$. In terms of the local wavenumber $q=\sqrt{2/r}$ this is

$$\frac12\cdot\frac{2}{\pi qr}.$$

For small $k>0$ the local wavenumber is $\sqrt{k^2+2/r}$. It changes slowly over a wavelength once $r\gg1$, so $rq$ times the squared amplitude stays constant while $q$ falls to $k$. The wave arrives with half the free squared amplitude, which means $G=2$.

The bound lines give the same value from below. Their spacing near the edge is $dE/d\nu=2/\nu^3$, so area divided by spacing tends to $(4/\nu^3)/(2/\nu^3)=2$. With the spacing taken as half the distance between the two neighbours, the ratio is 1.807 at $n=5$, 1.989 at $n=20$ and 1.9996 at $n=100$. A spectrum smoothed over several high lines therefore passes through $x=0$ without a step, and the gap cannot be read from a jump there.

One test covers both parts of (10) at once. The sum $\sum_\lambda|\psi_\lambda(0)|^2e^{-\tau E_\lambda}$ at $\tau=0.5\,\mathrm{Ry}^{-1}$ is 18.973609 from the bound lines plus 0.313079 from the continuum, in units of $a^{-2}$. The numerical states of a small disc, which use none of these formulas, give the same total, 19.286688.

## A worked model sheet

Take $\mu=0.1$, $\varepsilon=5$, $E_g=0.08$ hartree, $|p|^2=0.2$, $g=2$ and $n_b=\sqrt5=2.236$. These are model parameters, not those of a named material. Then

$$a=\frac5{0.1}=50\ \text{bohr},\qquad \mathrm{Ry}=\frac{0.1}{2\times25}=0.002\ \text{hartree}.$$

The binding energy is $4\times0.002=0.008$ hartree, or 0.218 eV, and the first line lies at $0.080-0.008=0.072$ hartree. The mean pair separation in this state is

$$a\,\frac{\int r^2e^{-4r}dr}{\int re^{-4r}dr}=a\,\frac{2/4^3}{1/4^2}=\frac a2=25\ \text{bohr}.$$

The envelope description needs this length to be well above the lattice constant. The value at contact demands more. In reduced units $\phi_1(k)\propto(4+k^2)^{-3/2}$ and $E_g=40$ Ry, so a share $2/\sqrt{44}\simeq30\%$ of $\sum_k\phi_1(k)$ comes from pair kinetic energies above the gap, where parabolic bands and a constant $p$ cannot be expected. The absorbances below are those of the ideal model, not estimates for a real sheet with this gap.

At the gap, with $c\simeq137$, (2) gives

$$A_0=\frac{2\pi\times2\times0.1\times0.2}{2.236\times137\times0.08}\simeq0.01025.$$

The attraction raises the edge absorbance to 0.0205. At $x=4$ the values are 0.00932 without and 0.01787 with attraction. Their ratio is 1.917; the free value itself has fallen because $A_0\propto1/\omega$.

At the first line $A_0=0.01025\times0.080/0.072=0.01139$, and the integrated absorbance is

$$0.01139\times32\times0.002=7.29\times10^{-4}\ \text{hartree}.$$

The second line has $2.46\times10^{-5}$ hartree, about thirty times less. Of the total relative bound area, 33.66 Ry, the first line holds $32/33.66=95\%$.

These numbers also show a limit of the theory. A Lorentzian of half-width $\Gamma$ has height equal to its area divided by $\pi\Gamma$. Taken alone, the first line peaks at an absorbance of 0.1 when

$$\Gamma=\frac{7.29\times10^{-4}}{0.1\pi}=0.0023\ \text{hartree},$$

which already exceeds one Ry. At resonance the radiated field turns a weak-field peak $y$ into $y/(1+y/2)^2$, which is 0.091 for $y=0.1$ and never exceeds 0.5. For a much narrower line the field at the sheet is far from the incident field, and (1) must be replaced by a calculation that includes the field radiated by the sheet.

## Where the formula stops holding

Formula (10) belongs to an ideal plane in a uniform dielectric. If the sheet screens differently from its surroundings, or has appreciable thickness, the potential is not $-1/(\varepsilon r)$ at all distances, and the sequence (7), the contact densities (8) and the factor (9) lose their basis. A small thickness is enough. With the softened potential $-2/\sqrt{r^2+d^2}$ in (4), $d=0.02a$ gives a binding of 3.5 Ry, a first-line area of 22 Ry and an edge factor of 1.67. For $d=0.12a$, which is 6 bohr in the model sheet, these become 2.4 Ry, 10 Ry and 1.30. Nonparabolic bands or a $k$-dependent $p$ can matter far above the edge before the enhancement has decayed to 1. Unless Ry is very small against $E_g$ they also change the bound lines and the edge, because $\psi(0)$ draws on large $k$. For $E_g=40$ Ry, a two-band pair energy $E_g\sqrt{1+2k^2/E_g}$ (reduced units) lowers the first level by 0.6 Ry in first order alone. With pair-creating terms neglected, the momentum form (3) and the dipole form, whose element is $p$ divided by the free pair energy at $k$, also agree only as $\mathrm{Ry}/E_g\to0$. The dipole form gives about one third of the first-line area and of the edge value at $E_g=40$ Ry, and 0.73 and 0.90 of the first-line area at 400 and 4000 Ry. If $p$ is proportional to a component of $\mathbf k$ and so vanishes at the band edge, the contact rule fails, since the amplitude then involves a first derivative of $\psi$ at the origin. Carriers already present block transitions and screen the attraction. The numerical output below gives the values behind the tests of the ideal model.

## Values computed for the example and the checks

```
contact rule, largest resolvent difference: 1.4e-15
free-pair absorbance, driven by pulse: 0.000734
free-pair absorbance, formula:         0.000734
n, E numeric, E formula (Ry), |psi(0)|^2 numeric, formula (1/a^2)
1 -4.000000 -4.000000 2.546479 2.546479
2 -0.444444 -0.444444 0.094314 0.094314
3 -0.160000 -0.160000 0.020372 0.020372
4 -0.081633 -0.081633 0.007424 0.007424
5 -0.049383 -0.049383 0.003493 0.003493
2D/3D ground-state binding ratio: 4.000000
energy above edge (Ry), enhancement integrated, formula
0.00 2.00000 2.00000
0.25 1.99999 1.99999
1.00 1.99627 1.99627
4.00 1.91715 1.91715
25.00 1.55689 1.55689
100.00 1.30422 1.30422
imaginary time: 0.5 1/Ry; sums below in 1/a^2
bound part: 18.973609
continuum part: 0.313079
bound + continuum: 19.286688
disc states, no formula: 19.286688
line area / level spacing, n=5: 1.80735
line area / level spacing, n=20: 1.98949
line area / level spacing, n=100: 1.99960
model: mu=0.1 m_e, eps=5.0, gap=0.08 hartree
model: p^2=0.2 a.u., g=2, n_b=2.2361
exciton Bohr radius: 50.00 bohr
exciton Rydberg: 0.002000 hartree
binding energy: 0.008000 hartree = 0.2177 eV
mean electron-hole distance, n=1: 25.00 bohr
n, line position (hartree), relative area (Ry), absorbance area (hartree)
1 0.072000 32.0000 7.2907e-04
2 0.079111 1.1852 2.4575e-05
3 0.079680 0.2560 5.2704e-06
total relative bound area: 33.6576 Ry
share of n=1 in it: 95.08 percent
energy above edge (Ry), absorbance free, with attraction
0.0 0.010253 0.020505
1.0 0.010002 0.019968
4.0 0.009320 0.017869
half-width for n=1 peak absorbance 0.1: 0.002321 hartree
```
